# Via-to-line clearance with a selective dielectric film: verification in Python

```python
"""
Result under test: a via whose edge lies a lateral distance d from a neighbouring
metal line, and whose floor is lifted by a selective dielectric film of thickness h,
has corner-to-corner distance D = sqrt(d^2 + h^2) to that line.
The clearance between the two conductors is min(s, D), s = spacing of the lines.
Coordinates (nm): origin at the upper corner of the neighbouring line, x towards
the target line, y upwards. The neighbour fills x <= 0, y <= 0.
The conductors are built from process rules and their distance is found by search.
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import quad
from scipy.interpolate import RegularGridInterpolator
from scipy.sparse import diags, identity, kron
from scipy.sparse.linalg import spsolve
from scipy.spatial import cKDTree

# Inputs: rough typical values for a tight-pitch interconnect
line_width = 18.0        # nm
spacing = 10.0           # nm
via_width = 24.0         # nm
placement_error = 3.0    # nm, towards the neighbour
film = 6.0               # nm
voltage = 0.7            # V
etch_loss = 2.0          # nm
extra_error = 1.0        # nm
breakdown = 5.0          # MV/cm, rough
barrier = 3.0            # eV, rough
mass_ratio = 0.5         # tunnelling mass / electron mass, rough
pitch = line_width + spacing
edge = spacing + line_width / 2 - placement_error - via_width / 2


def via_floor(x, thickness, loss=0.0, sideways=False):
    """Height at which the via etch stops, for each lateral position."""
    cell = np.mod(x, pitch)
    over_dielectric = (cell > 0) & (cell < spacing)
    to_dielectric = np.minimum(np.abs(cell - spacing), pitch - cell)
    to_dielectric = np.where(cell == 0, 0.0, to_dielectric)
    over_metal = np.zeros_like(x)
    if sideways:  # isotropic growth rounds over the edge of the metal
        over_metal = np.sqrt(np.maximum(thickness**2 - to_dielectric**2, 0))
    return np.where(over_dielectric, thickness - loss, over_metal)


def conductors(via_edge, thickness, step=0.5, **process):
    x = np.arange(-line_width, pitch + step / 2, step)
    y = np.arange(-20.0, 26.0 + step / 2, step)
    X, Y = np.meshgrid(x, y, indexing="ij")
    neighbour = (X <= 0) & (Y <= 0)
    target = (X >= spacing) & (Y <= 0)
    via = (X >= via_edge) & (X <= via_edge + via_width)
    via &= Y >= via_floor(X, thickness, **process)
    return x, y, X, Y, neighbour, target | via


def searched_clearance(via_edge, thickness, **process):
    _, _, X, Y, line, net = conductors(via_edge, thickness, **process)
    tree = cKDTree(np.column_stack((X[line], Y[line])))
    return tree.query(np.column_stack((X[net], Y[net])))[0].min()


# Main result and its range of validity
D = np.hypot(edge, film)
found = searched_clearance(edge, film)
found_bare = searched_clearance(edge, 0.0)
assert abs(edge - 4.0) < 1e-12
assert abs(found - D) < 1e-10 and round(found, 1) == 7.2
assert abs(found_bare - edge) < 1e-10
for d_test in (1.0, 2.5, 4.0, 6.5, 8.0):
    for h_test in (0.0, 1.5, 3.0, 6.0, 9.0, 12.0):
        expected = min(spacing, np.hypot(d_test, h_test))
        assert abs(searched_clearance(d_test, h_test) - expected) < 1e-10
found_short = searched_clearance(-1.0, film)
assert found_short == 0.0
h_saturation = np.sqrt(spacing**2 - edge**2)
h_below = np.floor(2 * h_saturation) / 2
assert searched_clearance(edge, h_below) < spacing - 1e-3
assert abs(searched_clearance(edge, h_below + 0.5) - spacing) < 1e-10

# Sensitivities against differences of searched distances (1 nm wide)
slope_d, slope_h = edge / D, film / D
diff_d = searched_clearance(edge + 0.5, film) - searched_clearance(edge - 0.5, film)
diff_h = searched_clearance(edge, film + 0.5) - searched_clearance(edge, film - 0.5)
assert abs(diff_d - slope_d) < 0.005 and abs(diff_h - slope_h) < 0.005

# Process effects left out of the ideal drawing
D_loss = searched_clearance(edge, film, loss=etch_loss)
D_adverse = searched_clearance(edge - extra_error, film, loss=etch_loss)
assert abs(D_loss - np.hypot(edge, film - etch_loss)) < 1e-10
assert abs(D_adverse - np.hypot(edge - extra_error, film - etch_loss)) < 1e-10
assert abs(searched_clearance(edge, 0.0, loss=etch_loss) - edge) < 1e-10
D_sideways = searched_clearance(edge, film, sideways=True)
assert abs(D_sideways - D) < 1e-10
x_target = np.arange(spacing, pitch + 0.125, 0.25)
open_x = x_target[via_floor(x_target, film, sideways=True) == 0]
contact = open_x.max() - open_x.min()
assert abs(contact - (line_width - 2 * film)) < 1e-10


# Electric field: Laplace equation, uniform permittivity, insulating outer border
def chain_laplacian(n):
    main = np.full(n, 2.0)
    main[[0, -1]] = 1.0
    return diags([-np.ones(n - 1), main, -np.ones(n - 1)], [-1, 0, 1])


def corner_fields(thickness, step):
    """Largest mean field over 1 nm from each corner (MV/cm): line, via."""
    x, y, _, _, line, net = conductors(edge, thickness, step=step)
    lap = (kron(chain_laplacian(len(x)), identity(len(y)))
           + kron(identity(len(x)), chain_laplacian(len(y)))).tocsr()
    potential = net.astype(float).ravel()
    free = np.flatnonzero(~(line | net).ravel())
    rhs = -(lap @ potential)[free]
    potential[free] = spsolve(lap[free][:, free].tocsc(), rhs)
    phi = RegularGridInterpolator((x, y), potential.reshape(len(x), len(y)))
    middle = phi([[spacing / 2, -20.0]])[0]
    assert abs(middle - 0.5) < 0.02  # parallel walls far below the via
    angle = np.linspace(0, 2 * np.pi, 361)
    ring = np.column_stack((np.cos(angle), np.sin(angle)))
    at_line = phi(ring).max()
    at_via = (1 - phi(ring + np.array([edge, thickness]))).max()
    return np.array([at_line, at_via]) * voltage * 10  # 1 V/nm = 10 MV/cm


fields_bare = corner_fields(0.0, 0.125)
fields_film = corner_fields(film, 0.125)
# the coarser grid resolves the sharp corners less well, hence 8 per cent
assert np.allclose(corner_fields(0.0, 0.25), fields_bare, rtol=0.08)
assert np.allclose(corner_fields(film, 0.25), fields_film, rtol=0.08)
mean_bare, mean_film = 10 * voltage / found_bare, 10 * voltage / found
assert np.all(fields_film < fields_bare)
assert fields_film.max() > mean_film
assert fields_bare.max() < breakdown


# Direct tunnelling through a tilted barrier, WKB
def log10_transmission(width_nm):
    def kappa(x_nm):
        height = (barrier - voltage * x_nm / width_nm) * const.e
        return np.sqrt(2 * mass_ratio * const.m_e * height) / const.hbar * 1e-9
    return -2 * quad(kappa, 0, width_nm)[0] / np.log(10)


tunnel_bare, tunnel_film = log10_transmission(found_bare), log10_transmission(found)
assert tunnel_film < tunnel_bare < -15

print(f"line width: {line_width:.0f} nm; line spacing s: {spacing:.0f} nm")
print(f"line pitch: {pitch:.0f} nm; via width: {via_width:.0f} nm")
print(f"via placement error: {placement_error:.0f} nm")
print(f"lateral distance d of via edge from neighbour: {edge:.1f} nm")
print(f"selective film thickness h: {film:.1f} nm")
print(f"d^2 + h^2: {edge**2 + film**2:.1f} nm^2")
print(f"corner-to-corner distance D, formula: {D:.3f} nm")
print(f"clearance with film, searched: {found:.3f} nm")
print(f"clearance without film, searched: {found_bare:.3f} nm")
print(f"gain in clearance: {found - found_bare:.2f} nm")
print(f"ratio of clearances, with/without film: {found / found_bare:.2f}")
print(f"clearance if via reaches 1 nm over neighbour: {found_short:.1f} nm")
print(f"film thickness beyond which gain stops: {h_saturation:.2f} nm")
print(f"change of D per nm of d: {slope_d:.3f} nm/nm")
print(f"change of D per nm of h: {slope_h:.3f} nm/nm")
print(f"assumed etch loss of film: {etch_loss:.1f} nm")
print(f"clearance after etch loss: {D_loss:.2f} nm")
print(f"assumed extra placement error: {extra_error:.1f} nm")
print(f"clearance after etch loss and extra error: {D_adverse:.2f} nm")
print(f"clearance with isotropic sideways growth: {D_sideways:.2f} nm")
print(f"contact width left by isotropic sideways growth: {contact:.1f} nm")
print(f"voltage between nets: {voltage:.1f} V")
print(f"mean field on shortest path, no film: {mean_bare:.2f} MV/cm")
print(f"mean field on shortest path, with film: {mean_film:.2f} MV/cm")
print("corner fields are averages over the first 1 nm from the corner")
print(f"field at line corner, no film: {fields_bare[0]:.1f} MV/cm")
print(f"field at line corner, with film: {fields_film[0]:.1f} MV/cm")
print(f"field at via corner, no film: {fields_bare[1]:.1f} MV/cm")
print(f"field at via corner, with film: {fields_film[1]:.1f} MV/cm")
print(f"assumed rough breakdown strength: {breakdown:.0f} MV/cm")
print(f"assumed tunnel barrier: {barrier:.1f} eV")
print(f"assumed tunnelling mass: {mass_ratio:.1f} electron masses")
print(f"log10 of tunnelling probability, no film: {tunnel_bare:.0f}")
print(f"log10 of tunnelling probability, with film: {tunnel_film:.0f}")
print("all tests passed")
```

It prints:

```
line width: 18 nm; line spacing s: 10 nm
line pitch: 28 nm; via width: 24 nm
via placement error: 3 nm
lateral distance d of via edge from neighbour: 4.0 nm
selective film thickness h: 6.0 nm
d^2 + h^2: 52.0 nm^2
corner-to-corner distance D, formula: 7.211 nm
clearance with film, searched: 7.211 nm
clearance without film, searched: 4.000 nm
gain in clearance: 3.21 nm
ratio of clearances, with/without film: 1.80
clearance if via reaches 1 nm over neighbour: 0.0 nm
film thickness beyond which gain stops: 9.17 nm
change of D per nm of d: 0.555 nm/nm
change of D per nm of h: 0.832 nm/nm
assumed etch loss of film: 2.0 nm
clearance after etch loss: 5.66 nm
assumed extra placement error: 1.0 nm
clearance after etch loss and extra error: 5.00 nm
clearance with isotropic sideways growth: 7.21 nm
contact width left by isotropic sideways growth: 6.0 nm
voltage between nets: 0.7 V
mean field on shortest path, no film: 1.75 MV/cm
mean field on shortest path, with film: 0.97 MV/cm
corner fields are averages over the first 1 nm from the corner
field at line corner, no film: 2.3 MV/cm
field at line corner, with film: 1.6 MV/cm
field at via corner, no film: 2.2 MV/cm
field at via corner, with film: 1.3 MV/cm
assumed rough breakdown strength: 5 MV/cm
assumed tunnel barrier: 3.0 eV
assumed tunnelling mass: 0.5 electron masses
log10 of tunnelling probability, no film: -20
log10 of tunnelling probability, with film: -37
all tests passed
```
